# Locating KKR bands by counting negative eigenvalues

Consider identical spherical potentials $V(r)$, bounded, zero for $r\ge R$ and not touching, on a Bravais lattice of cell volume $\Omega$, with zero potential between them. Let $V$ act only on partial waves $l\le l_{\max}$. At wave vector $\mathbf k$ and energy $E=\hbar^2\kappa^2/2m>0$, the number of states below $E$, those of negative energy included, is

$$N(E,\mathbf k)=N_0(E,\mathbf k)+\sum_{l\le l_{\max}}(2l+1)\left\lfloor\frac{\delta_l(E)}{\pi}\right\rfloor+n_-(M). \tag{1}$$

$N_0$ counts the free-electron energies $\hbar^2|\mathbf k+\mathbf G|^2/2m$ below $E$, $\lfloor x\rfloor$ is the largest integer not above $x$, and $n_-$ is the number of negative eigenvalues of the Hermitian KKR matrix

$$M_{LL'}=\kappa\cot\delta_l\,\delta_{LL'}+B_{LL'}(E,\mathbf k),\qquad L=(l,m). \tag{2}$$

The phase $\delta_l$ is continuous from zero potential, not reduced modulo $\pi$. The energy $E$ must not be a band energy, a free-electron energy or a zero of $\sin\delta_l$. If the $n$th band has positive energy, it lies where the integer $N$ first reaches $n$, so bisection finds it.

## What goes wrong with the determinant

Away from the poles of $M$, bands are zeros of $\det M$, and the obvious scheme scans $E$ for changes of its sign. That sign is $(-1)^{n_-}$. When a doublet passes, two eigenvalues change sign and the determinant does not. When one eigenvalue jumps through infinity, the determinant changes sign without a band. In the example below, a scan at $\Gamma$ passes 18 states but shows 7 sign changes; 4 states lie in steps without a sign change, and one sign change occurs without a state.

Keeping the integer $n_-$ instead of its parity cures the first fault. The second then needs a correction for each kind of pole, and this requires knowing where the poles of $M$ come from.

## The matrix and its null vectors

With $U=2mV/\hbar^2$ the Schrödinger equation is $(\nabla^2+\kappa^2)\psi=U\psi$. The Bloch Green function

$$G(\mathbf r)=\frac1\Omega\sum_{\mathbf G}\frac{e^{i\mathbf q\cdot\mathbf r}}{\kappa^2-q^2},\qquad \mathbf q=\mathbf k+\mathbf G, \tag{3}$$

obeys $(\nabla^2+\kappa^2)G=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\delta(\mathbf r-\mathbf R)$. Away from free-electron energies there is no free Bloch wave to add, so $\psi(\mathbf r)=\int_{\rm cell}G(\mathbf r-\mathbf r')(U\psi)(\mathbf r')\,d^3r'$.

Near the origin $G$ has the singularity $-\cos\kappa r/4\pi r=\kappa n_0(\kappa r)/4\pi$. The remainder is a regular free solution:

$$G(\mathbf r)=\frac{\kappa}{4\pi}n_0(\kappa r)+\sum_LD_L\,j_l(\kappa r)Y_L(\hat{\mathbf r}), \tag{4}$$

with real harmonics $Y_L$. To separate $\mathbf r$ and $\mathbf r'$ in the regular part, project $e^{i\mathbf p\cdot\mathbf x}=4\pi\sum_Li^lj_l(px)Y_L(\hat{\mathbf x})Y_L(\hat{\mathbf p})$ on $Y_L(\hat{\mathbf p})$, with $p=\kappa$ and $\mathbf x=\mathbf r-\mathbf r'$, and expand both factors of $e^{i\mathbf p\cdot\mathbf r}e^{-i\mathbf p\cdot\mathbf r'}$:

$$4\pi i^lj_l(\kappa x)Y_L(\hat{\mathbf x})=(4\pi)^2\sum_{L'L''}i^{l'-l''}C_{LL'L''}\,j_{l'}(\kappa r)Y_{L'}(\hat{\mathbf r})\,j_{l''}(\kappa r')Y_{L''}(\hat{\mathbf r}'),$$

where $C_{LL'L''}=\int Y_LY_{L'}Y_{L''}\,d\hat{\mathbf p}$. Hence

$$B_{L'L''}=4\pi\sum_Li^{\,l'-l''-l}C_{LL'L''}D_L. \tag{5}$$

Since $G(-\mathbf r)=G(\mathbf r)^*$, the numbers $i^{-l}D_L$ are real. Thus $B$ is $i^{l'-l''}$ times a real symmetric matrix: it is Hermitian, and a diagonal unitary transformation removes the phases without changing eigenvalues.

For the singular part, the outgoing function $-e^{i\kappa x}/4\pi x$ has radial components $-i\kappa j_l(\kappa r_<)h_l(\kappa r_>)$, with $h_l=j_l+in_l$. The prefactor gives the unit source, because $j_ln_l'-j_l'n_l=1/x^2$ for argument $x$. The real part is $\kappa j_l(\kappa r_<)n_l(\kappa r_>)$.

Define $s_L=\int j_l(\kappa r)Y_L\,U\psi\,d^3r$, which vanishes for $l>l_{\max}$. Just outside the sphere the component of $\psi$ along $Y_L$ is

$$\Big(\sum_{L'}B_{LL'}s_{L'}\Big)j_l(\kappa r)+\kappa s_Ln_l(\kappa r).$$

The radial equation demands the form $A_L(\cos\delta_l\,j_l-\sin\delta_l\,n_l)$. Therefore $\kappa s_L=-A_L\sin\delta_l$ and $\sum B_{LL'}s_{L'}=A_L\cos\delta_l=-\kappa\cot\delta_l\,s_L$, which is $Ms=0$.

Conversely, a null vector fixes $A_L=-\kappa s_L/\sin\delta_l$ and with them an interior solution $\phi=\sum_{l\le l_{\max}}A_Lf_l(r)Y_L$, where $f_l=\cos\delta_l\,j_l-\sin\delta_l\,n_l$ outside. Subtracting the radial equations of $f_l$ and $j_l$ and integrating to $R$ gives $\int_0^Rj_lUf_l\,r^2dr=R^2(j_l\,\partial_rf_l-f_l\,\partial_rj_l)=-\sin\delta_l/\kappa$, so $\phi$ reproduces the given $s_L$. In the channels $l\le l_{\max}$ the function $\psi=\int GU\phi$ therefore agrees with $\phi$ just outside the sphere and has the same source inside. In these channels the difference is a regular free solution that vanishes in a shell, hence everywhere in the sphere. The components of $\psi$ with $l>l_{\max}$ are free solutions on which $U$ does not act, so $U\psi=U\phi$. Each null vector thus gives a state. If $s=0$, all $A_L=0$, so $U\psi=0$ and $\psi$ would be a free Bloch wave, which is excluded. The dimension of the null space is the degeneracy.

## Structure constants that converge

The sum (3) converges poorly. For any $a\ne0$,

$$\frac1a=\frac{e^{at_0}}a-\int_0^{t_0}e^{at}\,dt .$$

Put $a=\kappa^2-q^2$ and transform the second part by Poisson summation:

$$\frac1\Omega\sum_{\mathbf G}e^{i\mathbf q\cdot\mathbf r-q^2t}=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\frac{e^{-|\mathbf r-\mathbf R|^2/4t}}{(4\pi t)^{3/2}} .$$

Since $j_l(\kappa r)\simeq(\kappa r)^l/(2l+1)!!$, $D_L$ is fixed by the coefficient of $r^lY_L$. A plane wave contributes $4\pi i^lq^lY_L(\hat{\mathbf q})/(2l+1)!!$. In the Gaussian, $e^{\mathbf r\cdot\mathbf R/2t}$ contributes $4\pi(R/2t)^lY_L(\hat{\mathbf R})/(2l+1)!!$, while $e^{-r^2/4t}$ affects higher powers of $r$. Thus

$$\begin{aligned}D_L={}&\frac{4\pi i^l}{\Omega\kappa^l}\sum_{\mathbf G}q^lY_L(\hat{\mathbf q})\frac{e^{(\kappa^2-q^2)t_0}}{\kappa^2-q^2}\\&-\frac{4\pi}{\kappa^l}\sum_{\mathbf R\ne0}e^{i\mathbf k\cdot\mathbf R}R^lY_L(\hat{\mathbf R})\int_0^{t_0}\frac{e^{\kappa^2t-R^2/4t}}{(4\pi t)^{3/2}(2t)^l}dt\\&-\frac{\delta_{l0}}{4\pi}\sum_{n\ge0}\frac{\kappa^{2n}t_0^{\,n-1/2}}{n!\,(n-\frac12)}.\end{aligned} \tag{6}$$

The last line is the $\mathbf R=0$ term after subtracting the singularity. Expand $e^{\kappa^2t}$. The $n=0$ integral is $-\operatorname{erfc}(r/2\sqrt{t_0})/4\pi r\to-1/4\pi r+1/(4\pi\sqrt{\pi t_0})$; its divergence cancels against $+\cos\kappa r/4\pi r$. The terms $n\ge1$ are elementary at $r=0$, and multiplication by $\sqrt{4\pi}=1/Y_{00}$ gives the stated factor. The result must not depend on $t_0$, which is a useful test.

## Correcting the count

The corrections follow most simply at fixed $E$ and $\mathbf k$, varying the potential instead of the energy. Then $N_0$ and $B$ do not move.

**Phases.** Write $\hat j_l=\kappa r\,j_l$, $\hat n_l=\kappa r\,n_l$, and let $u$ be the regular radial solution equal to $\cos\delta_l\,\hat j_l-\sin\delta_l\,\hat n_l$ outside. For a potential $U_\lambda$ put $w=\partial_\lambda u$. Differentiating $u''=[l(l+1)/r^2+U_\lambda-\kappa^2]u$ gives $(uw'-wu')'=u^2\partial_\lambda U$. Outside, $w=-\partial_\lambda\delta_l(\sin\delta_l\,\hat j_l+\cos\delta_l\,\hat n_l)$. Since $\hat j_l\hat n_l'-\hat j_l'\hat n_l=\kappa$, we have $uw'-wu'=-\kappa\,\partial_\lambda\delta_l$ at $R$, so

$$\frac{\partial\delta_l}{\partial\lambda}=-\frac1\kappa\int_0^R\frac{\partial U_\lambda}{\partial\lambda}u^2\,dr. \tag{7}$$

Lower the potential everywhere in the sphere. All phases rise, and between poles $\partial_\lambda M$ is diagonal with negative elements $-\kappa\,\partial_\lambda\delta_l/\sin^2\delta_l$.

**A level passes $E$.** First-order perturbation theory in the $g$-fold eigenspace gives level velocities governed by $(\hbar^2/2m)\langle\psi|\partial_\lambda U|\psi\rangle$, taken in the channels $l\le l_{\max}$. This form is negative definite, since a state without those components in the sphere would be free. All $g$ levels move down through $E$, and $N$ grows by $g$. Meanwhile $M$ has $g$ zero eigenvalues, which become negative because $\partial_\lambda M$ is negative definite. So $n_-$ also grows by $g$.

**A phase rises through $n\pi$.** Its cotangent jumps from $-\infty$ to $+\infty$. Let $P$ be the block of $M$ in the channels with this pole, $Q$ the remaining block and $b$ the coupling between them. Block elimination is a congruence, which preserves the number of negative eigenvalues:

$$n_-(M)=n_-(P)+n_-(S),\qquad S=Q-b^\dagger P^{-1}b .$$

$P^{-1}$ passes smoothly through zero, so $S$ is continuous. It is also strictly decreasing, since

$$\partial_\lambda S=\partial_\lambda Q+b^\dagger P^{-1}(\partial_\lambda P)P^{-1}b$$

has a negative definite first term and no positive second term. If no level is at $E$, $S$ is nonsingular there and $n_-(M)$ falls by $2l+1$, while the floor sum rises by $2l+1$. If a $g$-fold level coincides with the pole, its vectors have $s_L=0$ in the polar channels and span the null space of $Q$. Then $n_-(S)$ grows by $g$, as $N$ does.

The difference of the two sides of (1) is therefore constant along the path. For a very weak attractive sphere all phases are small and positive, $M$ is positive definite, every floor is zero and $N=N_0$: the difference vanishes. To reach a given $U$ of either sign, first lower the sphere uniformly to $-C$ with $C>\max|U|$, then raise it along $-C+\lambda(U+C)$. The second leg is monotone too, with every step reversed. This proves (1).

A very weak repulsion has floor $-1$ and a large negative cotangent in each channel. These cancel, so the count does not jump when a small phase changes sign.

## The multiple of π

A phase obtained from matching at $R$ is known modulo $\pi$. Each missed turn in channel $l$ miscounts $2l+1$ states, so nodes must supply the integer. Define a continuous angle by $\tan\theta=\kappa u/u'$, starting at zero at $r=0$. At a node $d\theta/dr=\kappa>0$, so at $R$

$$\theta_u=\pi\,(\text{nodes in }0<r<R)+\operatorname{arccot}\frac{u'}{\kappa u},\qquad 0<\operatorname{arccot}<\pi .$$

Let $\theta_j$ be the same angle for $\hat j_l$. The difference $\theta_u-\theta_j$ is a multiple of $\pi$ just when $u\propto\hat j_l$ at $R$, that is, when $\sin\delta_l=0$. It starts at zero with zero potential. It also rises when the potential is lowered, because integrating the identity above (7) gives $\partial_\lambda(u'/u)=u^{-2}\int_0^R\partial_\lambda U\,u^2dr$. Both quantities pass multiples of $\pi$ together and in the same direction, so

$$\lfloor\delta_l/\pi\rfloor=\lfloor(\theta_u-\theta_j)/\pi\rfloor . \tag{8}$$

## Poles of the structure constants

As $E$ rises through a free-electron shell of $g$ plane waves, (3) gives the singular part

$$B_{LL'}\simeq\frac{16\pi^2}{\Omega}\,i^{l-l'}\sum_{\mathbf q\in\text{shell}}\frac{Y_L(\hat{\mathbf q})Y_{L'}(\hat{\mathbf q})}{\kappa^2-q^2}.$$

The residue is positive semidefinite with some rank $\rho\le g$. So $\rho$ eigenvalues of $M$ jump from $-\infty$ to $+\infty$ and, unless an ordinary level coincides, $n_-$ falls by $\rho$ while $N_0$ rises by $g$. By (1), $g-\rho$ states lie at the free energy itself.

They are the combinations $\sum c_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}$ with $\sum c_{\mathbf q}Y_L(\hat{\mathbf q})=0$ for all $l\le l_{\max}$. Such a wave has no component on which the potential acts, so it remains an eigenstate. It has $s=0$ and is no zero of $\det M$: a determinant search cannot identify it, whereas the count includes it. Its unshifted energy is a property of the truncated model.

## The resulting scheme

1. Compute the absolute phases by matching and (8).
2. At a trial energy form $B$ from (5) and (6), diagonalize $M$, and evaluate (1).
3. For each $n$ between the counts at the ends of the window, bisect on the condition $N\ge n$.
4. Equal energies for successive $n$ give the degeneracy.

No pole has to be located. A trial energy must not fall on one. The bisection is stopped at a finite width, and energies in step 4 count as equal within that width. The window must lie at $E>0$, since (1) was derived there, although its count includes lower states.

## An example

Take a simple cubic lattice, lengths in $a$ and energies in $\hbar^2/2ma^2$, with $R=0.48$, $l_{\max}=2$ and

$$V=100(1-x^2)^2(1-5x^2),\qquad x=r/R,$$

a repulsive core inside an attractive shell. At $\Gamma$, bisection between 2 and 97 gives

| energy | degeneracy |
|---|---|
| 28.357 | 3 |
| 31.594 | 2 |
| 35.936 | 1 |
| 65.965 | 3 |
| 71.211 | 3 |
| 74.013 | 2 |
| 78.957 | 3 |
| 83.578 | 1 |

One further state lies below the window, at $-9.06$ according to plane waves. Around the doublet at 31.594, $N$ goes from $1+3=4$ to 6. Here $N_0=1$ and the floor sum is zero, so $n_-$ goes from 3 to 5, and $\det M$ is negative on both sides.

Each correction can be followed in the sum $N_0+\text{floor sum}+n_-$:

- At the first free shell, $4\pi^2=39.478$, it changes from $1+0+6$ to $7+0+0$. All six waves couple, and $N$ stays 7.
- At $E=53.697$ the phase $\delta_0$ falls through zero. The sum changes from $7+0+0$ to $7-1+1$: the determinant changes sign, but there is no state.
- At the second shell, $8\pi^2=78.957$, it changes from $7-1+9=15$ to $19-1+0=18$. Twelve waves meet nine channels, leaving three silent states. The determinant changes sign here because nine eigenvalues pass through infinity.

Phases reduced to $[0,\pi)$ would already add one false state in this example above 53.697, where $\delta_0<0$. Phases beyond $\pi$ appear in a deeper well, $V=-400(1-x^2)^2$. At $E=2.3$ its phases for $l=0,1,2$ are 5.689, 3.202 and 3.140. The last is just below $\pi$, so the floor sum is $1+3\cdot1+5\cdot0=4$. Phases reduced to the interval $[0,\pi)$ would lose four states.

The numerical check diagonalizes the same truncated Hamiltonian in plane waves, without phase shifts or structure constants. At $\Gamma$, X and a general $\mathbf k$ the levels agree within $2.4\times10^{-4}$. At $\Gamma$ the largest difference falls from $3.9\times10^{-3}$ with 485 waves to $2.0\times10^{-4}$ with 1189, as expected if the plane-wave cutoff dominates it.

That agreement concerns the truncated model. Letting the same $V$ act on all $l$ shifts the lowest seven $\Gamma$ levels by up to 0.56, far more than the numerical error. Higher in the window the effect is larger: the odd triplets at 71.211 and 78.957 move to about 70.0 and 71.9, so the silent triplet drops by at least 7. The count makes the search for levels reliable; it does not reduce the error of a small $l_{\max}$. For $a=0.4$ nm the energy unit is 0.2381 eV, and the lower doublet of the truncated model lies at $31.594\times0.2381\ \text{eV}=7.52$ eV.

## Values computed for the example and the checks

```
energy unit: hbar^2/(2 m a^2); length unit: a
sphere radius 0.48 a, lmax 2, strength 100.0, shape c 5.0
phase shifts at E=50, l=0,1,2 (rad): [0.0502 0.682  0.468 ]
largest phase error against radial equation: 2.3e-08 rad
largest relative error of phase response: 4.5e-06
deep well, node count against variable phase: 3.2e-09 rad
relative change of B with Ewald splitting: 3.6e-16
Gamma: 18 levels in window, 1 below it, 1189 plane waves, max difference 2.0e-04
X: 19 levels in window, 1 below it, 1156 plane waves, max difference 2.4e-04
general: 17 levels in window, 1 below it, 1155 plane waves, max difference 1.5e-04
count comparisons passed, main potential: 181
deep well (strength -400, c 0): 60 counts passed, floor sum from 4 to 4
deep well phases at E=2.3, l=0,1,2 (rad): [5.6892 3.2023 3.1403]
Gamma, 485 plane waves: max difference 3.9e-03
Gamma lowest level (plane waves): -9.059
Gamma levels: energy, degeneracy, det sign below and above
    28.3573  3  +1 -1
    31.5939  2  -1 -1
    35.9356  1  -1 +1
    65.9646  3  -1 +1
    71.2107  3  +1 -1
    74.0132  2  -1 -1
    78.9568  3  -1 +1
    83.5780  1  +1 -1
Counts at Gamma: E, N0, floor sum, n_neg, N
  20 1 0 0 1
  60 7 -1 1 7
  90 19 -1 1 19
cot pole l=0, E=53.6968: N0,floor,n_neg,N (7, 0, 0, 7) -> (7, -1, 1, 7)
free shell E=39.4784: N0,floor,n_neg,N (1, 0, 6, 7) -> (7, 0, 0, 7)
free shell E=78.9568: N0,floor,n_neg,N (7, -1, 9, 15) -> (19, -1, 0, 18)
scan step 0.05: 18 states, 7 sign changes
states in steps without a sign change: 4
sign changes in steps without a state: 1
largest shift of lowest 7 Gamma levels from l>2: 0.5599
a = 0.4 nm: energy unit = 0.23812 eV
lowest Gamma doublet: 31.5939 = 7.5233 eV
```
